# The dressed kernel for a single excitation mixed with a double

## The decision

A linear-response calculation with an adiabatic kernel has given an excitation energy. Can it be kept, or is a state missing nearby? The answer depends on whether a double excitation $D$ lies close to the single excitation $q$ that dominates the computed state. In a two-state model built on a single ground determinant, two numbers decide it: the detuning of $q$ and $D$, and their coupling $H_{qD}$. They judge only the effect of the double, not the other errors of the adiabatic energy. If the detuning is much larger than the coupling, the double shifts the computed state only slightly. The state made mostly of $D$ is still absent from the adiabatic spectrum, but it carries little strength. If not, the kernel must depend on frequency, and this notebook derives the form

$$2[q|f_{\rm Hxc}(\omega)|q]=2[q|f^{A}_{\rm Hxc}|q]+\frac{|H_{qD}|^2}{\omega-(H_{DD}-H_{00})}. \tag{1}$$

This is called the dressed kernel. Its second term follows from a two-state model. Its first term contains an approximation, identified below.

Hartree atomic units are used and orbitals are real. $H_{ij}$ are elements of the true Hamiltonian between the closed-shell ground determinant $0$, the singlet single excitation $q$ (orbital $i\to a$) and a singlet double excitation $D$. Frequencies are real and away from poles.

## Simple case: two electrons in a trap

Two electrons in a singlet state move in the potential $x^2/2$ and repel through $\lambda\,\delta(x_1-x_2)$. For $\lambda=0$ the single excitation $0\to2$ and the double excitation that puts both electrons in orbital 1 have the same excitation energy, 2. No other singlet state has that energy.

For small $\lambda$, first-order degenerate perturbation theory needs the repulsion within this pair. The oscillator functions are

$$\phi_0^2=\frac{e^{-x^2}}{\sqrt\pi},\qquad \phi_1=\sqrt2\,x\,\phi_0,\qquad \phi_2=\frac{2x^2-1}{\sqrt2}\,\phi_0 .$$

Every integral carries the weight $\phi_0^4=e^{-2x^2}/\pi$, whose integral is $1/\sqrt{2\pi}$ and whose normalized moments are $\langle x^2\rangle=1/4$ and $\langle x^4\rangle=3/16$. Let $s=\lambda/\sqrt{2\pi}$. On the line $x_1=x_2$ the wavefunction of $q$, $(\phi_0\phi_2+\phi_2\phi_0)/\sqrt2$, equals $\sqrt2\,\phi_0\phi_2$, and that of $D$ equals $\phi_1^2$. The repulsion elements are therefore

- ground state: $s$;
- $q$ with $q$: $s\langle(2x^2-1)^2\rangle=s(4\cdot\tfrac{3}{16}-4\cdot\tfrac14+1)=\tfrac34s$;
- $D$ with $D$: $s\langle4x^4\rangle=\tfrac34s$;
- $q$ with $D$: $s\langle(2x^2-1)\,2x^2\rangle=s(\tfrac34-\tfrac12)=\tfrac14s$.

The diagonal elements are equal, so the eigenstates are equal mixtures, with excitation energies

$$\omega=2+\left(\tfrac34\pm\tfrac14-1\right)s=2\quad\text{or}\quad 2-\tfrac{s}{2}.$$

**Check on a separable limit.** With $R=(x_1+x_2)/\sqrt2$ and $y=(x_1-x_2)/\sqrt2$ the Hamiltonian splits into two oscillators, and the repulsion becomes $(\lambda/\sqrt2)\,\delta(y)$. The $R$ oscillator is untouched, so an excitation at 2 exists for every $\lambda$. To first order the $y$ oscillator has the excitation energy

$$2+\frac{\lambda}{\sqrt2}\left[\phi_2^2(0)-\phi_0^2(0)\right]=2+\frac{\lambda}{\sqrt2}\left[\frac{1}{2\sqrt\pi}-\frac{1}{\sqrt\pi}\right]=2-\frac s2 .$$

Both results agree. There are two states here, and a usable kernel must produce both.

## What one Kohn–Sham transition can give

Now take a general closed-shell system in which one transition $q$ is well separated from the other singles. Write $\omega_q=\varepsilon_a-\varepsilon_i$, $\Phi(\mathbf r)=\phi_i(\mathbf r)\phi_a(\mathbf r)$ and

$$[q|f|q]=\iint\Phi(\mathbf r)f(\mathbf r,\mathbf r')\Phi(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

Near $\omega_q$ we keep the forward term of this transition and drop its backward term, which has its pole at $-\omega_q$. The two spins contribute equally:

$$\chi_s(\mathbf r,\mathbf r',\omega)=\frac{2\,\Phi(\mathbf r)\Phi(\mathbf r')}{\omega-\omega_q}\equiv2\,\Phi(\mathbf r)\Phi(\mathbf r')\,g_s(\omega).$$

The interacting response obeys $\chi=\chi_s+\chi_s f_{\rm Hxc}\,\chi$. The right side depends on $\mathbf r$ through $\Phi(\mathbf r)$, and $\chi$ is symmetric, so $\chi=2\,\Phi(\mathbf r)\Phi(\mathbf r')\,g(\omega)$. Inserting this gives

$$2\Phi\Phi' g=2\Phi\Phi' g_s+2\Phi g_s\,[q|f_{\rm Hxc}|q]\,2\Phi' g .$$

Divide by $2\Phi\Phi'$ and then by $g\,g_s$:

$$\frac1{g(\omega)}=\omega-\omega_q-2[q|f_{\rm Hxc}(\omega)|q]. \tag{2}$$

The factor 2 in front of $[q|f|q]$ is the spin factor of $\chi_s$. Excitations are the zeros of the right side.

**Check on a static kernel.** If $f_{\rm Hxc}$ does not depend on $\omega$, the right side is linear in $\omega$ and has one zero. One of the two states of the trap is missing.

The dropped terms do not bring it back. With all singles and their backward terms, $1/(\omega-\omega_q)-1/(\omega+\omega_q)=2\omega_q/(\omega^2-\omega_q^2)$. A free oscillation $\delta n=\sum_q d_q\Phi_q$ satisfying $\delta n=\chi_s f\,\delta n$ then obeys

$$(\omega^2-\omega_q^2)\,d_q=4\omega_q\sum_{q'}[q|f|q']\,d_{q'} .$$

For static $f$ this is an eigenvalue problem for $\omega^2$ whose dimension is the number of singles. It has no room for an extra state.

## Adding the double

Let the true excited states $k$ be mixtures of $q$ and $D$, and let the ground state be the determinant $0$. This neglects $H_{0q}$ and $H_{0D}$. Excitation energies are then $\omega_k=E_k-H_{00}$, and the forward response is

$$\chi=\sum_k\frac{n_k(\mathbf r)\,n_k(\mathbf r')}{\omega-\omega_k},\qquad n_k(\mathbf r)=\langle0|\hat n(\mathbf r)|k\rangle .$$

The density operator moves at most one electron, so $\langle0|\hat n|D\rangle=0$: the double is dark by itself. The singlet single is the sum of the spin-up and spin-down promotions divided by $\sqrt2$, so $\langle0|\hat n|q\rangle=2\Phi/\sqrt2=\sqrt2\,\Phi$. Hence $n_k=\sqrt2\,\Phi\,\langle q|k\rangle$, and $\chi$ has the form $2\Phi\Phi' g$ with

$$g(\omega)=\sum_k\frac{|\langle q|k\rangle|^2}{\omega-\omega_k}=\langle q|\,[\omega-(H-H_{00})]^{-1}|q\rangle .$$

To evaluate this element, set $a=H_{qq}-H_{00}$ and $b=H_{DD}-H_{00}$. Let $(u,v)$ be the $q$ and $D$ components of the resolvent acting on $q$, so that $u=g$:

$$(\omega-a)\,u-H_{qD}\,v=1,\qquad -H_{Dq}\,u+(\omega-b)\,v=0 .$$

The second equation gives $v=H_{Dq}\,u/(\omega-b)$. Substituting it into the first is the partitioning step:

$$\frac1{g(\omega)}=\omega-a-\frac{|H_{qD}|^2}{\omega-b}. \tag{3}$$

Equations (2) and (3) describe the same function, so their right sides are equal at every $\omega$:

$$2[q|f_{\rm Hxc}(\omega)|q]=(H_{qq}-H_{00}-\omega_q)+\frac{|H_{qD}|^2}{\omega-(H_{DD}-H_{00})}. \tag{4}$$

Requiring the correct excitation energies alone would fix the kernel element at two frequencies. Equating the responses also fixes the strengths, and with them the whole frequency dependence. What is determined is the element between $\Phi$ and $\Phi$, not $f_{\rm Hxc}$ as a function of $\mathbf r$ and $\mathbf r'$.

**Roots and strengths.** Setting (3) to zero gives $(\omega-a)(\omega-b)=|H_{qD}|^2$, so

$$\omega_\pm=\frac{a+b}2\pm\sqrt{\left(\frac{a-b}2\right)^2+|H_{qD}|^2}. \tag{5}$$

The residue of $g$ at a root is one over the derivative of $1/g$ there:

$$|\langle q|k\rangle|^2=\frac1{1+|H_{qD}|^2/(\omega_k-b)^2}. \tag{6}$$

The two residues add to one because $q$ is normalized, so the double borrows its strength from the single. At $\omega=b$ the kernel diverges and $g$ vanishes. Since $(\omega-a)(\omega-b)-|H_{qD}|^2=(\omega-\omega_+)(\omega-\omega_-)$, setting $\omega=b$ gives $(b-\omega_+)(b-\omega_-)=-|H_{qD}|^2<0$. The pole of the kernel therefore lies between the two excitations, at a zero of the response.

**Check on a distant double.** For $|a-b|\gg|H_{qD}|$ the root near $a$ shifts by about $|H_{qD}|^2/(a-b)$, and the root near $b$ carries a share of about $|H_{qD}|^2/(a-b)^2$. Within the two-state model both vanish with growing detuning, and the dressing term can then be dropped for the bright state. The error of the static term and the couplings to states outside the pair remain, and those couplings can also change the small share of the double.

**Check on the trap.** To first order in $\lambda$, $a=b=2-s/4$ and $H_{qD}=s/4$. Equation (5) returns $2$ and $2-s/2$, and (6) gives each state half the strength.

## The static term

Equation (4) becomes (1) if $H_{qq}-H_{00}-\omega_q$ is replaced by $2[q|f^A_{\rm Hxc}|q]$. Partitioning does not supply this replacement. It assumes that the adiabatic kernel describes the unmixed single well, and for an approximate functional that has to be judged case by case.

In one case it is an identity: two electrons in a singlet state with exact exchange. Let $w$ be the repulsion, $h$ the one-body Hamiltonian, and $J_{pq}$ and $K_{pq}$ the Coulomb and exchange integrals. Take the transition $0\to2$. Exchange cancels half of the Hartree potential, so $v_{\rm Hx}=\int w\,\phi_0^2$. Since $n=2\phi_0^2$, this means $f_{\rm Hx}=w/2$. Then

$$\omega_q=(h_{22}+J_{02})-(h_{00}+J_{00}),\qquad 2[q|f_{\rm Hx}|q]=2\cdot\tfrac12K_{02}=K_{02}.$$

From the wavefunctions, $H_{00}=2h_{00}+J_{00}$ and $H_{qq}=h_{00}+h_{22}+J_{02}+K_{02}$, so

$$H_{qq}-H_{00}=h_{22}-h_{00}+J_{02}-J_{00}+K_{02}=\omega_q+2[q|f_{\rm Hx}|q].$$

In addition, $H_{0q}=\sqrt2\,\langle\phi_0|h+v_{\rm Hx}|\phi_2\rangle=0$, because both orbitals are eigenfunctions of $h+v_{\rm Hx}$. The trap with these orbitals therefore tests the dressing without an error from the static term.

## Numbers for the trap

Take $\lambda=0.2$ hartree·bohr and a trap frequency of 1 hartree, with self-consistent exact-exchange orbitals. Energies are in hartree.

The orbital gap is $\omega_q=1.95156$ and the adiabatic term is $0.03015$. Their sum, $1.98171$, equals $H_{qq}-H_{00}$, as just shown. The pole lies at $H_{DD}-H_{00}=1.98120$, and $|H_{qD}|=0.02003$. The detuning, $0.0005$, is far smaller than the coupling, so by the opening criterion the adiabatic result cannot be kept.

At $\omega=1.90$ the kernel element is

$$0.03015+\frac{0.000401}{1.90-1.98120}=0.03015-0.00494=0.0252 .$$

Inverting the response built from transition densities gives the same value. In (5) the half-detuning is negligible under the root:

$$\omega_\pm\approx1.98145\pm0.02003=2.0015\ \text{and}\ 1.9614,$$

or 54.46 and 53.37 eV. Their strength shares from (6) are 0.506 and 0.494.

The adiabatic kernel gives one state at 1.9817, between the two. With all even-parity singles of the basis and the backward terms included, it still gives one state between 1 and 3 hartree, at 1.9811.

**Comparison without the two-state truncation.** The $R$ oscillator gives 2. In the $y$ oscillator, a decaying even solution of energy $\nu+\frac12$ is the parabolic cylinder function $D_\nu(\sqrt2|y|)$. Integrating the Schrödinger equation across $y=0$ gives $\psi'(0^+)=(\lambda/\sqrt2)\,\psi(0)$. With $D_\nu(0)=2^{\nu/2}\sqrt\pi/\Gamma(\frac{1-\nu}2)$ and $D_\nu'(0)=-2^{(\nu+1)/2}\sqrt\pi/\Gamma(-\frac\nu2)$ this becomes

$$-\frac{2\,\Gamma\!\left(\frac{1-\nu}2\right)}{\Gamma\!\left(-\frac\nu2\right)}=\frac{\lambda}{\sqrt2}.$$

The difference between its root in $(2,3)$ and its root in $(0,1)$ is the excitation energy, 1.9640.

Relative to these values the dressed roots are off by $+0.0015$ (upper) and $-0.0026$ (lower). The splitting is 0.0401 instead of 0.0360, about 11% too large. When $\lambda$ is halved from 0.04 to 0.02, both errors fall by a factor of 3.98 to 3.99, so they are of second order in $\lambda$. This is expected, because $q$ and $D$ span the whole degenerate level and first-order energies are then correct.

For the probe $x_1^2+x_2^2$, the untruncated shares within this pair are 0.476 (upper) and 0.524 (lower). The dressed kernel finds the near-equal division but makes the wrong state slightly the stronger. The numerical check checks the kernel, roots and shares against direct diagonalization and inversion of the two-state response. Against the untruncated solution it checks that the root errors are of second order in $\lambda$, and that the shares agree within 0.1 at $\lambda=0.2$ and within 0.01 at $\lambda=0.02$.

## Where the result fails

**Ground-state coupling.** Here $|H_{0D}|=0.0397$ is about twice $|H_{qD}|$, yet it acts across a gap of almost 2 hartree. Second-order perturbation theory lowers the ground state by $0.0397^2/1.98\approx0.0008$ and raises $D$ by the same amount. Each excited state is about half $D$, so each excitation energy rises by about $0.0008+0.0004=0.0012$. Diagonalizing the three-state Hamiltonian confirms this, with roots at 1.9626 and 2.0027. The lower root improves and the upper one worsens, so adding this one coupling is not a systematic correction. For a small gap or a strongly correlated ground state, the determinant $0$ is not an adequate starting point.

**The reference energy.** The pole contains $H_{00}$, not the correlated ground-state energy. Subtracting a correlated energy while leaving $H_{DD}$ uncorrelated would raise the pole by the magnitude of the ground-state correlation energy, a shift that the two-state derivation does not call for.

**The detuning.** The shares depend on $(a-b)/|H_{qD}|$. Near resonance, an error in the adiabatic term comparable with $|H_{qD}|$ changes the division of strength substantially, even if it is small relative to the excitation energy.

**More states.** If several doubles lie nearby, first diagonalize $H$ among them. The elimination that led to (3) then gives one term $|H_{qD}|^2/(\omega-(H_{DD}-H_{00}))$ for each. If a second single lies nearby, $\chi_s$ is no longer a single product $\Phi\Phi'$, and the scalar equation (2) must be replaced by a matrix equation.

## Computed values

```
repulsion strength lam = 0.20 hartree*bohr
trap frequency = 1.0 hartree
orbital energy 0 = 0.578500 hartree
orbital energy 1 = 1.540071 hartree
orbital energy 2 = 2.530059 hartree
orbital gap w_q = 1.951559 hartree
adiabatic term 2[q|fA|q] = 0.030152 hartree
H_00 = 1.078924 hartree
H_qq = 3.060634 hartree
H_DD = 3.060120 hartree
|H_qD| = 0.020032 hartree
|H_0D| = 0.039723 hartree
H_qD squared = 0.00040130 hartree^2
H_qq - H_00 = 1.981711 hartree
kernel pole H_DD - H_00 = 1.981196 hartree
2[q|f|q] by inversion at w=1.50 hartree: 0.029318 hartree
2[q|f|q] by inversion at w=1.90 hartree: 0.025210 hartree
2[q|f|q] by inversion at w=2.05 hartree: 0.035985 hartree
2[q|f|q] by inversion at w=2.50 hartree: 0.030926 hartree
adiabatic single-pole root = 1.981711 hartree
full adiabatic root near 2 = 1.981090 hartree
number of full adiabatic roots from 1 to 3 hartree = 1
lower dressed root = 1.961419 hartree
lower dressed root = 53.3729 eV
lower untruncated frequency = 1.964011 hartree
lower error = -0.002592 hartree
lower dressed strength share = 0.4936 (no unit)
lower untruncated share = 0.5236 (no unit)
lower three-state root = 1.962619 hartree
lower error ratio, lam 0.04 to 0.02 = 3.976
upper dressed root = 2.001487 hartree
upper dressed root = 54.4632 eV
upper untruncated frequency = 2.000000 hartree
upper error = 0.001487 hartree
upper dressed strength share = 0.5064 (no unit)
upper untruncated share = 0.4764 (no unit)
upper three-state root = 2.002677 hartree
upper error ratio, lam 0.04 to 0.02 = 3.988
dressed splitting = 0.040068 hartree
untruncated splitting = 0.035989 hartree
three-state ground shift = -0.000796 hartree
largest share error at lam 0.02 = 0.00315 (no unit)
```
